# What One Film Conductivity Reveals About Phonon Free Paths

A thin crystalline film conducts heat less well along its plane than the bulk crystal does, because phonons with long free paths lose their directed motion at the faces. The size of the reduction therefore carries information about how the bulk heat current is shared among free paths. This problem asks how much information a single measured reduction holds when no model of the phonon spectrum is assumed.

Group the bulk phonons into modes \(i\) with speed \(v_i\), relaxation time \(\tau_i\), free path \(\Lambda_i=v_i\tau_i\) and heat capacity per volume \(C_i\). In an isotropic crystal, in the relaxation-time approximation, group \(i\) contributes \(k_i=C_iv_i\Lambda_i/3\) to the bulk conductivity \(k_{\rm bulk}\). Define the shares and the accumulation

\[
w_i=\frac{k_i}{k_{\rm bulk}}\ge 0,\qquad \sum_i w_i=1,\qquad
\alpha(\Lambda)=\sum_{\Lambda_i\le\Lambda}w_i .
\]

Thus \(\alpha(\Lambda)\) is the fraction of the bulk conductivity carried by free paths up to \(\Lambda\). The measured quantity is \(r=k_{\rm film}/k_{\rm bulk}\), with \(0<r<1\) and both conductivities taken at the same temperature.

## (a) The suppression function

**A film of thickness \(d\) carries heat along its plane. Its faces scatter phonons diffusely, and its interior scatters them as the bulk does. Find the factor \(S(\Lambda)\) by which the contribution of each group is reduced, and show how it varies with \(\Lambda\).**

Let \(z\) be the film normal and \(y\) the direction of the temperature gradient. Write the occupation of a mode as \(n=n_0(T)+\phi\), with \(n_0\) its equilibrium value. To first order in the gradient, the steady transport equation is

\[
v_y\frac{\partial n_0}{\partial T}\frac{dT}{dy}+v_z\frac{\partial\phi}{\partial z}=-\frac{\phi}{\tau}.
\]

In the bulk \(\phi\) does not depend on \(z\), so \(\phi_{\rm b}=-\tau v_y(\partial n_0/\partial T)(dT/dy)\). Set \(\phi=\phi_{\rm b}\,g(z)\) and \(\mu=v_z/v\). Dividing by \(-\phi_{\rm b}/\tau\) and collecting terms gives

\[
\mu\Lambda\frac{dg}{dz}+g=1 .
\]

A diffuse face sends phonons out with no memory of their motion along \(y\), so \(g=0\) as they leave it. For \(\mu>0\) the phonon leaves the face at \(z=0\), and \(g=1-e^{-z/(\mu\Lambda)}\). With \(x=d/(\mu\Lambda)\), the average over the thickness is

\[
\frac1d\int_0^d g\,dz=1-h(x),\qquad h(x)=\frac{1-e^{-x}}{x}.
\]

Phonons moving the other way have the same average by reflection. The heat current along \(y\) contains \(v_y\phi_{\rm b}\propto v_y^2\), which after averaging over azimuth is proportional to \(1-\mu^2\). Since \(\int_0^1(1-\mu^2)d\mu=2/3\),

\[
S(\Lambda)=\frac32\int_0^1(1-\mu^2)\left[1-h\!\left(\frac{d}{\mu\Lambda}\right)\right]d\mu .
\]

For a closed form, put \(\delta=d/\Lambda\) and \(t=1/\mu\), so that \(d\mu=-dt/t^2\). The term with \(h\) becomes

\[
\frac{3}{2\delta}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)(1-e^{-\delta t})\,dt .
\]

The part without the exponential integrates to \(1/2-1/4=1/4\). With \(E_n(\delta)=\int_1^\infty t^{-n}e^{-\delta t}dt\),

\[
S=1-\frac{3}{8\delta}+\frac{3}{2\delta}\,[E_3(\delta)-E_5(\delta)] .
\]

The trend is easiest to see from \(h(x)=\int_0^1e^{-xu}du\), which falls from 1 at \(x=0\) to 0 as \(x\to\infty\). Increasing \(\Lambda\) lowers \(x\), raises \(h\) and lowers \(S\). Hence \(S\) decreases from 1 for very short paths to 0 for very long ones. For \(\Lambda\ll d\) the exponential integrals are negligible and \(S\simeq1-3\Lambda/(8d)\): a small loss, from phonons that start near a face.

Summing over groups gives the relation between measurement and spectrum,

\[
r=\sum_i w_i\,S(\Lambda_i).
\]

## (b) Bounds without a spectral model

**Use this relation, and the fact that \(S\) decreases between 1 and 0, to bound \(\alpha(\Lambda)\) from both sides at a chosen \(\Lambda\).**

Write \(S\) for \(S(\Lambda)\) and \(\alpha\) for \(\alpha(\Lambda)\) at the chosen path, and split the sum there:

\[
r=\sum_{\Lambda_i\le\Lambda}w_iS(\Lambda_i)+\sum_{\Lambda_i>\Lambda}w_iS(\Lambda_i).
\]

For an upper bound on \(\alpha\), drop the second sum, which is not negative. In the first sum every path is at most \(\Lambda\), so \(S(\Lambda_i)\ge S\). Therefore \(r\ge S\alpha\).

For a lower bound, replace each factor by the largest value it can have: 1 in the first sum and \(S\) in the second. The second sum has total weight \(1-\alpha\), so

\[
r\le\alpha+S(1-\alpha)=S+(1-S)\alpha .
\]

Dividing by \(S>0\) and by \(1-S>0\), respectively, gives

\[
\boxed{\frac{r-S}{1-S}\le\alpha(\Lambda)\le\frac rS}
\]

The definition of \(\alpha\) adds \(0\le\alpha\le1\). The upper bound improves on this if \(S>r\), and the lower bound if \(S<r\). At any one path, then, at most one side is informative. Short paths receive a ceiling and long paths a floor.

The limits show how weak the information remains. As \(\Lambda\to0\), \(S\to1\) and the ceiling tends to \(r\), not to zero. As \(\Lambda\to\infty\), \(S\to0\) and the floor tends to \(r\), not to one. A film with \(r=0.4\) cannot exclude a bulk crystal in which nearly 40% of the conduction has very short paths and the rest has very long ones.

## (c) Can the bounds be improved?

**Decide whether a cleverer argument could extract more from \(r\) alone. Find what is known at the path \(\Lambda_*\) where \(S(\Lambda_*)=r\), and whether the decrease of \(S\) is needed.**

A bound cannot be improved if some allowed spectrum comes as close to it as desired. Take first \(S>r\). Put weight \(a\) at \(\Lambda\) and weight \(1-a\) at a much longer path \(M\). The measured ratio fixes \(a\):

\[
aS+(1-a)S(M)=r\quad\Rightarrow\quad a=\frac{r-S(M)}{S-S(M)}\longrightarrow\frac rS
\]

as \(M\to\infty\), because \(S(M)\to0\). Here \(\alpha(\Lambda)=a\), so the ceiling is approached.

Now take \(S<r\). Put weight \(b\) at a very short path \(m\) and the rest at a path \(\Lambda^+\) just above \(\Lambda\). Then

\[
b=\frac{r-S(\Lambda^+)}{S(m)-S(\Lambda^+)}\longrightarrow\frac{r-S}{1-S},
\]

as \(m\to0\) and \(\Lambda^+\to\Lambda\), since \(S\) is continuous. Only the weight \(b\) counts in \(\alpha(\Lambda)\), so the floor is approached.

The trivial limits are also reached. A spectrum with all its weight at \(\Lambda_*\) gives the measured \(r\). It has \(\alpha=0\) at every shorter path and \(\alpha=1\) at every longer one. No better bounds at a single path follow from \(r\) alone.

At \(\Lambda_*\) itself, the spectrum concentrated there gives \(\alpha(\Lambda_*)=1\), while the second construction gives \(b\to0\). Mixtures of the two keep the same \(r\) and fill the interval between. The measurement thus says nothing about the accumulation at the path that a single-path model would infer from it.

The decrease of \(S\) is essential. Suppose a structure had \(S=0.2\) for a short path and \(S=0.9\) for a longer one, and all the heat used the short path. Then \(r=0.2\), and the formula would limit the accumulation at the longer path to \(0.2/0.9=0.22\), whereas its true value is 1.

## (d) A film of 100 nm

**A film with \(d=100\) nm has \(k_{\rm film}=60\) W/(m K), and the bulk has \(k_{\rm bulk}=150\) W/(m K), at 300 K. Evaluate the bounds and interpret them.**

These are rough values in the regime of silicon-on-insulator films. The ratio is \(r=60/150=0.400\). Numerical quadrature of the integral for \(S\) gives the following table. The path \(\Lambda_*=342\) nm was found by solving \(S=r\) numerically.

| \(\Lambda\) (nm) | \(S\) | floor | ceiling |
|---:|---:|---:|---:|
| 10 | 0.963 | 0 | 0.416 |
| 100 | 0.684 | 0 | 0.585 |
| 342 | 0.400 | 0 | 1 |
| 1000 | 0.209 | 0.241 | 1 |
| 10000 | 0.038 | 0.376 | 1 |

At 100 nm the ceiling is \(0.400/0.684=0.585\). At least 41.5% of the bulk conductivity, or 62 W/(m K), therefore belongs to paths longer than the film is thick. This is a statement about the bulk crystal; those phonons contribute less in the film.

At 1000 nm the floor is

\[
\frac{0.400-0.209}{1-0.209}=0.241 .
\]

At least 24% of the bulk conductivity belongs to paths up to 1 µm. This is a guaranteed minimum, not an estimate of the accumulation.

Two spectra with the same \(r\) show the remaining freedom. The first has the single path 342 nm, so its accumulation is 0 at 100 nm and 1 at 1000 nm. The second is a toy spectrum with constant speed, mode density proportional to \(\omega^2\), equal classical heat capacity per mode and \(\Lambda=\Lambda_{\min}(\omega_{\max}/\omega)^2\). The factors \(\omega^2\) and \(\omega^{-2}\) cancel, so equal frequency intervals carry equal heat. Paths up to \(\Lambda\) belong to \(\omega\ge\omega_{\max}\sqrt{\Lambda_{\min}/\Lambda}\), and hence

\[
\alpha(\Lambda)=1-\sqrt{\Lambda_{\min}/\Lambda},\qquad \Lambda\ge\Lambda_{\min}.
\]

Requiring \(r=0.400\), with the sum over frequencies done numerically, gives \(\Lambda_{\min}=75\) nm. The accumulation is then 0.13 at 100 nm and 0.73 at 1000 nm. Both spectra respect the bounds, and the film measurement cannot choose between them.

## (e) Imperfect knowledge of \(r\) and \(S\)

**Extend the bounds to an uncertain ratio and to suppression that differs between modes of equal path. Apply the result to measurement errors, partly specular faces and anisotropic directions of flight.**

Let \(r\) lie between \(r_{\rm lo}\) and \(r_{\rm hi}\), and let each mode have a suppression \(S_i\) with

\[
S_{\rm lo}(\Lambda_i)\le S_i\le S_{\rm hi}(\Lambda_i)\le 1,
\]

where both envelopes decrease with path. The short modes now obey \(S_i\ge S_{\rm lo}(\Lambda_i)\ge S_{\rm lo}(\Lambda)\), and the long ones obey \(S_i\le S_{\rm hi}(\Lambda_i)\le S_{\rm hi}(\Lambda)\). For \(S_{\rm lo}(\Lambda)>0\) and \(S_{\rm hi}(\Lambda)<1\), repeating part (b) gives

\[
\frac{r_{\rm lo}-S_{\rm hi}}{1-S_{\rm hi}}\le\alpha(\Lambda)\le\frac{r_{\rm hi}}{S_{\rm lo}} .
\]

**Measurement errors.** Allow 10% in the film conductivity and 5% in the bulk value. The extreme ratios are \(0.400\times0.90/1.05=0.343\) and \(0.400\times1.10/0.95=0.463\). With \(S\) held fixed, the ceiling at 100 nm rises from 0.585 to 0.677, and the floor at 1000 nm drops from 0.241 to 0.169.

**Specular faces.** Let a fraction \(p\) of the phonons reflect like light from a mirror. By symmetry, a phonon arriving at \(z=0\) has the value of \(g\) that an upward-moving one has at \(z=d\). The boundary condition is therefore \(g(0)=p\,g(d)\). Insert \(g=1-Be^{-z/(\mu\Lambda)}\):

\[
1-B=p(1-Be^{-x})\quad\Rightarrow\quad B=\frac{1-p}{1-pe^{-x}} .
\]

The thickness average becomes \(1-Bh(x)\). Since

\[
\frac{\partial B}{\partial p}=-\frac{1-e^{-x}}{(1-pe^{-x})^2}<0,
\]

specular reflection raises the suppression factor towards 1. The factor still decreases with path, because

\[
\frac{d\ln(Bh)}{dx}=\frac1{e^x-1}-\frac1x-\frac{pe^{-x}}{1-pe^{-x}}<0,
\]

where \(e^x-1>x\) was used. The diffuse \(S\) is thus a valid lower envelope, and the ceiling of 0.585 at 100 nm survives any specularity.

The floor is more fragile. If \(p\) may be as large as 0.2, the upper envelope at 1000 nm is 0.261, and the floor falls to \((0.400-0.261)/(1-0.261)=0.188\). It vanishes if \(p\) may reach 0.55, the value at which a numerical solution gives \(S=r\) at that path.

To judge such values, consider normal incidence on a face with Gaussian height variation of root-mean-square size \(\eta\). A height \(u\) changes the reflected phase by \(2qu\), where \(q=2\pi f/v\). The coherent amplitude is \(\langle e^{2iqu}\rangle=e^{-2q^2\eta^2}\), and its square is

\[
p=e^{-4q^2\eta^2}.
\]

For rough values \(v=6000\) m/s and \(\eta=0.3\) nm, this gives 0.67 at 1 THz and 0.21 at 2 THz. Oblique incidence reduces the phase difference to \(2qu\mu\) and raises \(p\) further, to \(e^{-4q^2\eta^2\mu^2}\). Averaging over angles with this \(p\) gives \(S\simeq0.59\) for a path of 1 µm at 2 THz, which is above \(r\), so the floor is lost there too. The floor at 1 µm is therefore not secure for a film this smooth unless the phonons that carry the heat are known to have high enough frequencies.

**Directions of flight.** A real crystal does not distribute its phonon velocities isotropically. Assume that the film plane is a mirror plane of the crystal and that the faces are diffuse. Treat each direction as a separate mode, and let \(w_i\) now be the share of mode \(i\) in the bulk conductivity along \(y\). A mode with direction \(\mu\) has suppression \(1-h(d/(|\mu|\Lambda))\). Because \(|\mu|\le1\) and \(h\) decreases, this is at least

\[
s(\Lambda)=1-h(d/\Lambda)=1-\frac{\Lambda}{d}\left(1-e^{-d/\Lambda}\right).
\]

This envelope holds for any weighting of directions. At 50 nm it equals 0.568, and the ceiling is 0.705, compared with 0.488 for isotropic directions. At 100 nm it equals 0.368, which is below \(r\), so the ceiling becomes trivial. These are worst cases: phonons flying nearly along the normal carry little heat along the film. The floor has no protection of this kind. A mode flying nearly in the film plane has \(|\mu|\to0\) and a suppression factor near 1 however long its path. With unrestricted directions the upper envelope is therefore 1, and no floor remains.

## (f) Use in a warm device

**How does the ceiling at 100 nm change at 358 K, and which assumptions matter most for a real silicon film?**

Suppose that scattering among phonons dominates and that its rate follows the classical phonon occupation, which is proportional to \(T\). Then \(\Lambda_i\propto1/T\). Hold the speeds and the relative heat capacities fixed, so that the shares \(w_i\) do not change. A path of 100 nm at 358 K was a path of \(100\times358/300=119.3\) nm at 300 K, and

\[
\alpha_{358}(100\ {\rm nm})=\alpha_{300}(119.3\ {\rm nm})\le0.621 .
\]

Within this classical model, at least about 38% of the hot bulk conductivity has paths above 100 nm, compared with 41.5% at 300 K. The model is only rough for silicon, whose higher-frequency phonons are not classical at these temperatures: at 10 THz the occupation rises by 40% between 300 and 358 K, not by 19%. If all paths shortened by that larger factor, with the shares still fixed, the guaranteed part would be 34%.

The film was also assumed to have the phonons of the bulk. The thermal wavelength \(hv/(k_{\rm B}T)\), with \(h\) here Planck's constant, is 0.96 nm at 300 K for \(v=6000\) m/s. That is about 1% of the thickness, so confinement should be a small correction for typical thermal phonons. It matters more for those of low frequency.

For real silicon-on-insulator films, the assumption of perfectly diffuse faces is doubtful when the faces are smooth. Specular reflection can remove the floor at 1 µm altogether, but it leaves the ceiling intact. Anisotropy acts on both bounds. With unrestricted directions its worst case removes the floor at every path and the ceiling at 100 nm, while leaving a ceiling at 50 nm. Silicon, however, is cubic: each velocity comes with symmetry partners of equal path, so flight along the normal cannot carry the heat alone. For a (001) film a scan over directions gives the lowest suppression for velocities along \(\langle111\rangle\), where it is \(1-h(\sqrt3\,d/\Lambda)=0.525\) at 100 nm, so a ceiling of 0.76 remains there. The floor is still lost, because velocities along \(\langle100\rangle\) carry the heat in the film plane with a suppression factor of 1. Dopants or defects present in the film but not in the bulk reference lower \(r\) for a reason absent from \(S\), and the calculated ceiling may then be too low. Heavily doped device layers therefore need a bulk reference of the same doping. Collective phonon flow, which the relaxation-time approximation omits, has not been estimated here. The corrections above were varied one at a time; when several apply, their ranges of \(r\) and \(S\) must be combined before the bounds are evaluated.
